# Exact pair spectrum of the Sauter pulse from the Dirac equation

An electric field that is switched on and off again can leave electrons and positrons behind in what was empty space. A long, strong pulse makes them as a constant field does, with a probability that is an exponential in the inverse field and is small when the field lies below a critical value. A short, weak pulse makes them because its frequency spectrum reaches the energy of a pair. For the Sauter pulse the Dirac equation can be solved for any strength and duration, so one formula covers both regimes and the range between them.

## Setting and theorem

A Dirac field of charge $q\neq0$ and mass $m>0$ is placed in the prescribed, spatially uniform field
$$E(t)=E_0\,\mathrm{sech}^2(t/\tau),\qquad E_0,\tau>0,$$
along $z$. There is no magnetic field. The reaction of the pairs on the field and the forces between them are neglected.

With $E=-\partial_tA_z$ we choose $A_z=-E_0\tau\tanh(t/\tau)$. The Hamiltonian does not depend on position, so the canonical momentum $(\mathbf p_\perp,p)$ is conserved, while the longitudinal kinetic momentum changes:
$$P(t)=p-qA_z=p+qE_0\tau\tanh(t/\tau).$$
Define
$$\varepsilon_\perp^2=m^2c^4+c^2p_\perp^2,\quad \varepsilon(t)^2=\varepsilon_\perp^2+c^2P(t)^2,\quad P_\pm=p\pm qE_0\tau,$$
and let $\varepsilon_\pm=\hbar\omega_\pm$ be the energies at $t\to\pm\infty$. The dimensionless parameters are
$$\lambda=\frac{qcE_0\tau^2}{\hbar},\qquad \mu=\frac{\tau\omega_-}{2},\qquad \nu=\frac{\tau\omega_+}{2}.$$

**Theorem.** If the state is the vacuum before the pulse, the mean number of pairs found after it, per canonical momentum mode and per spin state, is
$$N=\frac{\sinh\pi(\lambda+\nu-\mu)\,\sinh\pi(\lambda-\nu+\mu)}{\sinh 2\pi\mu\;\sinh2\pi\nu}.\tag{1}$$
The particle has final kinetic momentum $(\mathbf p_\perp,P_+)$ and the antiparticle has the opposite one.

## Lemma 1: two identical two-level problems

**Lemma 1.** For each momentum the Dirac equation splits into two copies of
$$i\hbar\dot\psi=(cP\sigma_3+\varepsilon_\perp\sigma_1)\psi,\qquad \psi=\begin{pmatrix}f\\g\end{pmatrix},\tag{2}$$
and $N$ is the probability that a solution of (2) starting with negative energy ends with positive energy.

*Proof.* The Hamiltonian is $cP\alpha_z+\varepsilon_\perp K$ with $K=(c\boldsymbol\alpha_\perp\!\cdot\mathbf p_\perp+\beta mc^2)/\varepsilon_\perp$. The Dirac matrices anticommute and square to one, so $K^2=1$ and $\alpha_zK=-K\alpha_z$. Since $\alpha_z$ is traceless with $\alpha_z^2=1$, its eigenvalue $+1$ has two orthonormal eigenvectors $\chi_1,\chi_2$. Then $\alpha_zK\chi_r=-K\chi_r$, so the vectors $K\chi_r$ belong to eigenvalue $-1$. They are orthonormal because $K$ is Hermitian with $K^2=1$. In each basis $(\chi_r,K\chi_r)$ the matrices $\alpha_z$ and $K$ act as $\sigma_3$ and $\sigma_1$, which gives (2) twice.

For one copy, expand the field operator in the solutions that have definite energy sign before the pulse, with particle annihilator $b$ and antiparticle creator $d^\dagger$. Projection on the positive-energy state after the pulse gives
$$b_{\rm out}=U_{++}b+U_{+-}d^\dagger .$$
In the initial vacuum $\langle b_{\rm out}^\dagger b_{\rm out}\rangle=|U_{+-}|^2$, which is the stated probability. The antiparticle is the missing negative-energy state of the same mode. Removing kinetic momentum $(\mathbf p_\perp,P_+)$ leaves the opposite momentum. Its mean number is $|U_{-+}|^2=|U_{+-}|^2$, because $U$ is a unitary $2\times2$ matrix. $\square$

## Lemma 2: the hypergeometric solution

**Lemma 2.** Let $u=\tfrac12[1+\tanh(t/\tau)]$. The upper component that behaves as $e^{+i\omega_-t}$ in the past is
$$f=u^{i\mu}(1-u)^{i\nu}F(a,b;\gamma;u),\tag{3}$$
$$a=i(\mu+\nu-\lambda),\quad b=1+i(\mu+\nu+\lambda),\quad \gamma=1+2i\mu,$$
where $F$ is Gauss's hypergeometric function. (From here on, $b$ is this parameter.)

*Proof.* Equation (2) reads $i\hbar\dot f=cPf+\varepsilon_\perp g$ and $i\hbar\dot g=\varepsilon_\perp f-cPg$. Differentiate the first, multiply by $i\hbar$, and use $\dot P=qE$:
$$-\hbar^2\ddot f=i\hbar cqEf+cP(cPf+\varepsilon_\perp g)+\varepsilon_\perp(\varepsilon_\perp f-cPg).$$
The terms in $g$ cancel, leaving
$$\hbar^2\ddot f+(\varepsilon^2+i\hbar cqE)f=0.\tag{4}$$

Put $s=t/\tau$, $\kappa=\tau\varepsilon_\perp/\hbar$, $k(s)=c\tau P/\hbar$ and $k_\pm=c\tau P_\pm/\hbar$. Then $k_+-k_-=2\lambda$, $\kappa^2+k_-^2=4\mu^2$ and $\kappa^2+k_+^2=4\nu^2$. Equation (4) becomes
$$f_{ss}+(\kappa^2+k^2+i\lambda\,\mathrm{sech}^2s)f=0 .$$
Since $\mathrm{sech}^2s=4u(1-u)$, we have $du/ds=2u(1-u)$ and $d/ds=2D$ with $D=u(1-u)\,d/du$. Also $k=k_-(1-u)+k_+u$. For any two numbers $A_1,A_2$, expansion of the square gives
$$[A_1(1-u)+A_2u]^2=A_1^2(1-u)+A_2^2u-(A_1-A_2)^2u(1-u).\tag{5}$$
Applying (5) to $k^2$ and dividing the equation by four,
$$D^2f+\big[\mu^2(1-u)+\nu^2u-(\lambda^2-i\lambda)u(1-u)\big]f=0.\tag{6}$$

Insert $f=wF$ with $w=u^{i\mu}(1-u)^{i\nu}$. Then $Dw=hw$ with $h=i\mu(1-u)-i\nu u$, so
$$D^2f=w\,[D^2F+2hDF+(Dh+h^2)F].$$
Write $\sigma=\mu+\nu$. Then $Dh=-i\sigma u(1-u)$, and (5) with $A_1=\mu$, $A_2=-\nu$ gives
$$h^2=-\mu^2(1-u)-\nu^2u+\sigma^2u(1-u).$$
The terms $\mu^2(1-u)+\nu^2u$ cancel in (6). With $D^2F=u^2(1-u)^2F''+u(1-u)(1-2u)F'$, division by $u(1-u)$ leaves
$$u(1-u)F''+[1+2i\mu-(2+2i\sigma)u]F'+[\sigma^2-i\sigma-\lambda^2+i\lambda]F=0 .$$
This is Gauss's equation $u(1-u)F''+[\gamma-(a+b+1)u]F'-abF=0$. Indeed $a+b+1=2+2i\sigma$, and
$$ab=i(\sigma-\lambda)[1+i(\sigma+\lambda)]=i(\sigma-\lambda)-(\sigma^2-\lambda^2).$$
In the past $u\to e^{2s}$ and $F\to1$, so $f\to e^{2i\mu s}=e^{i\omega_-t}$, a negative-energy wave. $\square$

## Lemma 3: behaviour after the pulse

**Lemma 3.** For $t\to+\infty$, $f\to\mathcal A\,e^{-i\omega_+t}+\mathcal B\,e^{i\omega_+t}$ with
$$\mathcal A=\frac{\Gamma(1+2i\mu)\,\Gamma(-2i\nu)}{\Gamma(1+i(\mu-\nu+\lambda))\,\Gamma(i(\mu-\nu-\lambda))}.\tag{7}$$

*Proof.* Near $u=1$ the two independent solutions of Gauss's equation behave as $1$ and $(1-u)^{\gamma-a-b}$, so
$$F\to\mathcal A+\mathcal B(1-u)^{\gamma-a-b},\qquad \gamma-a-b=-2i\nu .$$
To find $\mathcal A$, take first parameters with $\mathrm{Re}\,\gamma>\mathrm{Re}\,b>0$, as Euler's integral requires, and $\mathrm{Re}(\gamma-a-b)>0$, where the second term vanishes at $u=1$ and $\mathcal A=F(a,b;\gamma;1)$. Euler's integral
$$F(a,b;\gamma;u)=\frac{\Gamma(\gamma)}{\Gamma(b)\Gamma(\gamma-b)}\int_0^1x^{b-1}(1-x)^{\gamma-b-1}(1-ux)^{-a}dx$$
becomes a beta integral at $u=1$ and gives
$$\mathcal A=\frac{\Gamma(\gamma)\Gamma(\gamma-a-b)}{\Gamma(\gamma-a)\Gamma(\gamma-b)}.$$
The coefficient $\mathcal A$ is a ratio of Wronskians of solutions, hence analytic in the parameters, and the formula continues to $\gamma-a-b=-2i\nu\neq0$. Inserting $\gamma-a=1+i(\mu-\nu+\lambda)$ and $\gamma-b=i(\mu-\nu-\lambda)$ gives (7). Finally $1-u\to e^{-2s}$, so the prefactor $(1-u)^{i\nu}$ turns the two terms into $e^{-2i\nu s}=e^{-i\omega_+t}$ and $e^{+i\omega_+t}$. $\square$

## Proof of the theorem

The coefficient $\mathcal A$ compares upper components only, whereas a probability needs normalized spinors. The projectors on energies $\pm\varepsilon$ of (2) are $\tfrac12[1\pm(cP\sigma_3+\varepsilon_\perp\sigma_1)/\varepsilon]$. Their upper diagonal element shows that a normalized eigenvector has upper component squared $\tfrac12(1\pm cP/\varepsilon)$. This is nonzero because $\varepsilon_\perp>0$. Multiplying by the initial weight and dividing by the final one,
$$N=|\mathcal A|^2\,\frac{1-cP_-/\varepsilon_-}{1+cP_+/\varepsilon_+}=|\mathcal A|^2\,\frac{\nu}{\mu}\,\frac{2\mu-k_-}{2\nu+k_+}.\tag{8}$$

For real $x$, $|\Gamma(1+ix)|^2=\pi x/\sinh\pi x$ and $|\Gamma(ix)|^2=\pi/(x\sinh\pi x)$. Both follow from $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ and $\Gamma(1+z)=z\Gamma(z)$. Since $x\sinh\pi x$ is even, (7) gives
$$|\mathcal A|^2=\frac{\mu}{\nu}\,\frac{\lambda+\nu-\mu}{\lambda+\mu-\nu}\,\frac{\sinh\pi(\lambda+\mu-\nu)\sinh\pi(\lambda+\nu-\mu)}{\sinh2\pi\mu\,\sinh2\pi\nu}.\tag{9}$$

It remains to simplify the weights. Introduce rapidities by $k_\pm=\kappa\sinh y_\pm$, so that $2\mu=\kappa\cosh y_-$ and $2\nu=\kappa\cosh y_+$. Then $2\mu-k_-=\kappa e^{-y_-}$ and $2\nu+k_+=\kappa e^{y_+}$. With $2\lambda=k_+-k_-$,
$$2(\lambda+\mu-\nu)=\kappa(e^{-y_-}-e^{-y_+}),\qquad 2(\lambda+\nu-\mu)=\kappa(e^{y_+}-e^{y_-}).$$
The quotient of these two is $e^{-y_--y_+}$, because $e^{-y_-}-e^{-y_+}=e^{-y_--y_+}(e^{y_+}-e^{y_-})$. Hence
$$\frac{2\mu-k_-}{2\nu+k_+}=\frac{\lambda+\mu-\nu}{\lambda+\nu-\mu}.$$
In (8) this cancels every algebraic factor of (9), and (1) remains. $\square$

**Remark (exclusion principle).** The identity $2\sinh X\sinh Y=\cosh(X+Y)-\cosh(X-Y)$ turns (1) into
$$N=\frac{\cosh2\pi\lambda-\cosh2\pi(\mu-\nu)}{\cosh2\pi(\mu+\nu)-\cosh2\pi(\mu-\nu)}.$$
For $\varepsilon_\perp>0$, $|\mu-\nu|<|\lambda|<\mu+\nu$. The left inequality holds because $\sqrt{\kappa^2+k^2}$ has slope below one in magnitude as a function of $k$. The right one holds because $2|\lambda|\le|k_+|+|k_-|<2\nu+2\mu$. Therefore $0<N<1$, as fermions require. The formula is unchanged under $q\to-q$ and under $p\to-p$, since both exchange $\mu$ and $\nu$, the first also reverses the sign of $\lambda$, and the expression is even in $\lambda$ and symmetric in $\mu,\nu$.

## Limiting regimes

**Long pulse.** Hold $E_0$, $\mathbf p_\perp$ and $x=p/(qE_0\tau)$ fixed with $|x|<1$, and let $\tau\to\infty$. Write $\Lambda=|\lambda|$. The two energies are $\sqrt{\kappa^2+\Lambda^2(1\pm x)^2}$ in units of $\hbar/\tau$, with $\kappa\propto\tau$ and $\Lambda\propto\tau^2$. All four hyperbolic sines have large arguments, so $N\simeq e^{2\pi(\Lambda-\mu-\nu)}$. Expanding the roots,
$$2(\Lambda-\mu-\nu)\simeq-\frac{\kappa^2}{2\Lambda}\Big(\frac1{1+x}+\frac1{1-x}\Big)=-\frac{\kappa^2}{\Lambda(1-x^2)},$$
$$N\to\exp\!\left[-\frac{\pi\varepsilon_\perp^2}{\hbar c|q|E_0(1-x^2)}\right].\tag{10}$$
The kinetic momentum $P$ vanishes when $\tanh(t/\tau)=-x$, and the field is then $E_0(1-x^2)$. Thus (10) is the constant-field law evaluated at that instant. In this regime one may picture the pair as made with no longitudinal momentum and accelerated afterwards. The picture does not define a particle number during the pulse. The expansion needs $c|P_\pm|\gg\varepsilon_\perp$. For (10) to be accurate, the next term from each root, which adds $\pi\kappa\,(\varepsilon_\perp/c|P_\pm|)^3/8$ to the exponent, must also be small. Both conditions hold at fixed $|x|<1$ as $\tau\to\infty$, but fail near the edges $|x|=1$.

**Sudden impulse.** Let $\tau\to0$ with $E_0\tau$ fixed. All arguments in (1) become small, so $N\to[\lambda^2-(\mu-\nu)^2]/(4\mu\nu)$. Using $4\lambda^2=(k_+-k_-)^2$ and $4(\mu-\nu)^2=2\kappa^2+k_+^2+k_-^2-8\mu\nu$,
$$N\to\frac12\left[1-\frac{\varepsilon_\perp^2+c^2P_+P_-}{\varepsilon_+\varepsilon_-}\right].$$
This is the squared modulus of the overlap of an old negative-energy spinor with a new positive-energy one. If $E_0$ is held fixed instead, the impulse also vanishes. With $\varepsilon^2=\varepsilon_\perp^2+c^2p^2$ one has $\nu-\mu\simeq\lambda cp/\varepsilon$ and $\mu\simeq\nu$, so $N\to(\lambda/2\mu)^2\,\varepsilon_\perp^2/\varepsilon^2=(qcE_0\tau\,\varepsilon_\perp/\varepsilon^2)^2\to0$, proportional to $\tau^2$.

**Weak field.** Let $E_0\to0$ at fixed $\tau$ and $p$, with $\varepsilon^2=\varepsilon_\perp^2+c^2p^2$. Then $\nu-\mu\simeq\lambda cp/\varepsilon$ and $2\mu\simeq2\nu\simeq\tau\varepsilon/\hbar$, so
$$N\simeq\left[\frac{\pi\lambda\,\varepsilon_\perp/\varepsilon}{\sinh(\pi\tau\varepsilon/\hbar)}\right]^2 .$$
This is quadratic in the field. First-order perturbation theory has the amplitude $\int dt\,[cqE\varepsilon_\perp/(2\varepsilon^2)]\,e^{2i\varepsilon t/\hbar}$, the Fourier component of the pulse at the pair energy $2\varepsilon$. The numerical check evaluates this integral by quadrature and finds agreement.

## Density of pairs

A volume $V$ contains $V\,d^3p/(2\pi\hbar)^3$ modes with two spin states each, so the density is
$$n=2\int\frac{d^3p}{(2\pi\hbar)^3}\,N.$$
For a long pulse insert (10). It fails near the edges $|x|=1$, once the smaller of $c|P_\pm|$ drops to about $\varepsilon_\perp\kappa^{1/3}$, with $\kappa=\tau\varepsilon_\perp/\hbar$. There the exponent is about $-\pi\kappa\,\varepsilon_\perp/(2c|P_\pm|)$, of order $-\kappa^{2/3}$, and it reaches $-\pi\kappa$ at $|x|=1$ itself. So (1) is exponentially small in the whole edge zone, and the edges drop out as $\tau\to\infty$. Label $p$ by the time at which $P=0$. Then $|dp|=|q|E(t)\,dt$, and the transverse Gaussian integral is
$$\int d^2p_\perp\,e^{-\pi cp_\perp^2/(\hbar|q|E)}=\hbar|q|E/c .$$
The result is
$$n_{\rm loc}=\int dt\,\frac{(qE)^2}{4\pi^3\hbar^2c}\exp\!\left[-\frac{\pi m^2c^3}{\hbar|q|E}\right].\tag{11}$$

## A worked case

Take electrons, $q=-e$, with $E_0=1.0\times10^{18}$ V/m and $\tau=5.0\times10^{-21}$ s. The critical field $E_S=m^2c^3/(e\hbar)$ is $1.323\times10^{18}$ V/m, so $E_0/E_S=0.75569$, and $\tau mc^2/\hbar=3.88172$. Hence
$$\lambda=-0.75569\times3.88172^2=-11.387,$$
and half the impulse is $eE_0\tau=0.75569\times3.88172\,mc=2.933\,mc$.

For $p=p_\perp=0$ the energy before and after is $\sqrt{1+2.933^2}\,mc^2=3.099\,mc^2$, so $\mu=\nu=\tfrac12\times3.88172\times3.09916=6.0150$. The hyperbolic sines are dominated by their growing exponentials, and
$$N\simeq e^{2\pi(11.3866-12.0301)}=e^{-4.043}=0.0175 .$$
The constant-field value is $e^{-\pi/0.75569}=0.0157$, lower by a factor 1.12. The next term of the root expansion adds $\pi\kappa^4/(4\Lambda^3)=0.121$ to the exponent, a factor 1.13, which slightly overshoots. The term after it, $-\pi\kappa^6/(8\Lambda^5)=-0.007$, brings the factor back to 1.12.

At $p_\perp=0$ the spectrum is:

| $p/(mc)$ | $P_+/(mc)$ | $N$ | $N$ from (10) |
|---|---|---|---|
| 0 | −2.93 | 0.01754 | 0.01565 |
| 1 | −1.93 | 0.01119 | 0.00906 |
| 2 | −0.93 | 0.00147 | 0.00042 |

Direct integration of the four-component equation reproduces the third column. At $p=2\,mc$ the local law is too small by a factor 3.5. There $c|P_+|$ is below $mc^2$, so the condition for expanding the root is violated.

With $E_0$ fixed and $p=p_\perp=0$, $N$ is not monotonic in the duration. It is 0.0126 at $2\times10^{-22}$ s, 0.0548 at $10^{-21}$ s, 0.0175 at $5\times10^{-21}$ s and 0.0157 at $10^{-19}$ s. The two ends follow the limits found above: $N$ vanishes as $\tau^2$ for short pulses and tends to the constant-field value for long ones.

The pair density is $4.56\times10^{33}\ \mathrm{m^{-3}}$, which is 1.34 times the local estimate (11). For the longer pulse $\tau mc^2/\hbar=60$ at $E_0=0.75E_S$ the ratio is 1.001. In the worked case the pairs carry $5.3\times10^{-4}$ of the peak field energy density. On this energy measure, neglecting their reaction on the field is consistent during the pulse and shortly after it. In a uniform system the pair current persists afterwards and builds up a field of its own, about $2\times10^{-4}E_0$ per time $\tau$ at first and bounded through the energy by $\sqrt{5.3\times10^{-4}}\,E_0\approx0.02E_0$. This field would halt the pairs' net motion after roughly $100\,\tau$, so the final momenta $P_+$ apply only to times well short of that. A field strong or long enough to bring this fraction near one would lie outside the theorem, since $E(t)$ could no longer be prescribed.

## Values computed for the example and the checks

```
peak field E0 = 1.000e+18 V/m
pulse time tau = 5.000e-21 s
critical field E_S = 1.32329e+18 V/m
E0/E_S = 0.75569
hbar/(m c^2) = 1.28809e-21 s
tau m c^2/hbar = 3.88172
half impulse e E0 tau = 2.93340 m c
lambda (electron) = -11.38662
p=0: mu = 6.01504, nu = 6.01504
p=0: final particle energy = 3.09916 m c^2
p=0: N = 1.754496e-02
p=0: constant-field value = 1.565095e-02
Spectrum at p_perp=0; momenta in m c; N dimensionless
p, P_out, mu, nu, N formula, N Dirac integration, N local field
-1.00  -3.93340  4.22467  7.87702 1.11879e-02 1.11879e-02 9.06005e-03
 0.00  -2.93340  6.01504  6.01504 1.75450e-02 1.75450e-02 1.56509e-02
 0.50  -2.43340  6.94063  5.10613 1.57996e-02 1.57996e-02 1.38203e-02
 1.00  -1.93340  7.87702  4.22467 1.11879e-02 1.11879e-02 9.06005e-03
 1.50  -1.43340  8.82078  3.39214 5.56238e-03 5.56238e-03 3.59166e-03
 2.00  -0.93340  9.76976  2.65496 1.46995e-03 1.46995e-03 4.22879e-04
p=0, p_perp=0.5 m c: N = 6.60198e-03
Pulse length at the same E0, p=0, p_perp=0: tau in s, N
2.0e-22 1.25532e-02
1.0e-21 5.47831e-02
2.0e-21 2.75080e-02
5.0e-21 1.75450e-02
2.0e-20 1.57691e-02
1.0e-19 1.56557e-02
pair density = 4.55600e+33 m^-3
pair density = 2.62351e-04 (m c/hbar)^3
local-field density = 3.39987e+33 m^-3
exact/local density = 1.34005
exact/local density, E0=0.75 E_S, T=60: 1.00132
pair energy density = 2.3541e+21 J/m^3
peak field energy density = 4.4271e+24 J/m^3
pair/field energy ratio = 5.3174e-04
```
